Extinction ratio of a Mach-Zehnder modulator with unequal arms

**Problem**

A Mach-Zehnder modulator splits laser light into two arms, shifts the phase in one of them, and recombines the two fields. Both couplers are ideal and divide power equally. One arm is lossier than the other, so that the field it delivers to the output has 0.9 times the amplitude of the field from the other arm. This ratio is the same at every phase setting, and the relative phase can be set to any value. What is the largest extinction ratio, in dB, that the output can show?

The extinction ratio is the output power in the bright state divided by the output power in the dark state. In decibels it is ten times the base-10 logarithm of that power ratio, a positive number.

**A tempting solution**

Give the stronger field the amplitude 1 and the weaker one the amplitude 0.9. In phase they add to 1.9. In antiphase they leave 0.1. The bright state is therefore stronger than the dark state by the factor

1.9 / 0.1 = 19,

and the extinction ratio is

10 log₁₀ 19 = 12.79 dB.

**Where it fails**

The sums 1.9 and 0.1 are correct, and so is the factor 19. The fault is in the last line. The factor 19 compares two field amplitudes, while the extinction ratio compares two powers. A detector responds to power, which is proportional to the square of the field amplitude, so the factor must be squared before 10 log₁₀ is applied. Equivalently, a field ratio is converted to decibels with 20 log₁₀.

**The right solution**

Let the two fields at the output be

E₁ = A cos ωt,
E₂ = rA cos(ωt + φ),

where r = 0.9 is the ratio of field amplitudes and φ is the relative phase. They are taken to have the same frequency, polarization and spatial mode, and to be mutually coherent; otherwise they could not cancel as assumed here. The power P is proportional to the time average of (E₁ + E₂)². Expanding the square gives

(E₁ + E₂)² = A² [cos² ωt + r² cos²(ωt + φ) + 2r cos ωt cos(ωt + φ)].

Over an optical period each squared cosine averages to 1/2. The product in the last term is

cos ωt cos(ωt + φ) = ½ [cos φ + cos(2ωt + φ)].

Its second part averages to zero, which leaves ½ cos φ. Collecting the three averages,

P(φ) ∝ ½A² (1 + r² + 2r cos φ).

Since r is positive and cos φ lies between −1 and 1, the largest and smallest powers are

P_max ∝ ½A² (1 + r² + 2r) = ½A² (1 + r)², at φ = 0,
P_min ∝ ½A² (1 + r² − 2r) = ½A² (1 − r)², at φ = π.

For any pair of phases, the bright power cannot exceed P_max and the dark power cannot fall below P_min. No pair can therefore give a larger ratio than

ER = P_max / P_min = [(1 + r)/(1 − r)]².

The factor ½A² has cancelled, so neither the laser power nor a loss common to both arms matters. For r = 0.9,

ER = (1.9/0.1)² = 19² = 361,
ER in dB = 10 log₁₀ 361 = 20 log₁₀ 19 = 25.58 dB.

The best extinction ratio is about 25.6 dB, twice the decibel value of the tempting solution.

**The same result from absolute powers**

Following the light through the couplers shows how much power leaves the device in each state. An equal coupler takes input fields u₁ and u₂ to

v₁ = (u₁ − i u₂)/√2,
v₂ = (−i u₁ + u₂)/√2.

The factor −i is the quarter-cycle phase lag of the light that crosses over. Unit input in the first guide produces 1/√2 in arm 1 and −i/√2 in arm 2. Let arm 1 be lossless, and let arm 2 multiply its field by r e^{iφ}. The second coupler then gives

bar output: (1/√2)(1/√2) − i(−i r e^{iφ}/√2)/√2 = (1 − r e^{iφ})/2,
cross output: −i(1/√2)/√2 + (−i r e^{iφ}/√2)/√2 = −i(1 + r e^{iφ})/2.

At the cross output the power is therefore

T(φ) = |1 + r e^{iφ}|²/4 = (1 + r² + 2r cos φ)/4.

Its extremes are

T_max = (1.9/2)² = 0.9025, or −0.45 dB,
T_min = (0.1/2)² = 0.0025, or −26.02 dB.

The ratio 0.9025/0.0025 is again 361. The tempting answer would need a dark state only 19 times weaker than the bright one, which would be a transmission of 0.0475 instead of 0.0025.

The bar output has a minus sign in place of the plus sign, so its bright and dark phases are exchanged while its extinction ratio is the same. Adding the two output powers gives (1 + r²)/2 = 0.905 at every phase. When the cross output is dark, the missing light leaves through the bar output; interference has redirected it, not absorbed it.

As a numerical check, the coupler matrices were computed from the coupled-mode equations and the phase was scanned through a full turn in steps of 0.1°. For r = 0.9 the ratio of largest to smallest power was 25.58 dB, in agreement with the formula.

**What the number 0.9 refers to**

A ratio of field amplitudes 0.9 means a ratio of powers r² = 0.81, or a loss difference between the arms of

−10 log₁₀ 0.81 = 0.915 dB.

If 0.9 had been a ratio of powers, the field ratio would have been √0.9 = 0.9487, and the best extinction ratio 31.59 dB. The 6 dB between the two readings comes almost entirely from the dark state, because the small difference 1 − r is nearly halved while 1 + r hardly changes.

The limits of the formula show the same sensitivity. Put r = 1 − ε with ε small. Then

ER = [(2 − ε)/ε]² ≈ (2/ε)².

Halving the imbalance ε makes the ratio about four times larger, which adds about 6 dB. The values 25.58 dB at r = 0.90 and 31.82 dB at r = 0.95 follow this rule. At r = 0.80 the result is 19.08 dB. With equal arms the dark power vanishes and this ideal model puts no upper limit on ER. In the opposite limit, r → 0, one field is missing, nothing interferes, and ER → 1, or 0 dB.

Which arm is called the stronger one does not matter. Replacing r by 1/r gives

(1 + 1/r)/(1 − 1/r) = (r + 1)/(r − 1),

whose square is unchanged.

The formula can also be turned round to find the balance needed for a given extinction ratio. Write x = (1 + r)/(1 − r), with r < 1, so that x = 10^(ER in dB/20). Then

x(1 − r) = 1 + r,
x − 1 = r(x + 1),
r = (x − 1)/(x + 1).

For a target of 30 dB, x = 10^1.5 = 31.62 and r = 30.62/32.62 = 0.9387. An arm ratio of 0.9 cannot reach that target at any phase setting.

**If the dark phase is missed**

Suppose that the dark state sits at φ = π + δ instead of π, while the bright state stays at φ = 0. Since cos(π + δ) = −cos δ, the dark power is proportional to

1 + r² − 2r cos δ = (1 − r)² + 2r(1 − cos δ) = (1 − r)² + 4r sin²(δ/2),

where the last step uses 1 − cos δ = 2 sin²(δ/2). Hence

ER = (1 + r)² / [(1 − r)² + 4r sin²(δ/2)].

A temperature difference between the arms produces such an error in the dark state. If the difference is steady, it shifts the bright state by the same δ. That lowers the extinction ratio further, by less than 0.2 dB in the examples below, and is left out here. If one silicon arm of length L is warmer than the other by ΔT over its whole length, the extra phase is

δ = (2πL/λ)(dn/dT) ΔT.

Take L = 5.0 mm, λ = 1550 nm and the rough value dn/dT = 1.8 × 10⁻⁴ K⁻¹. A difference of 0.01 K gives δ = 0.0365 rad. The dark term rises from 0.0100 to 0.0112, and ER falls to 25.08 dB. A difference of 0.10 K gives δ = 0.3648 rad; the dark term becomes 0.128, and ER falls to 14.49 dB. In the second case the phase error, not the amplitude imbalance, sets most of the dark power. A temperature change shared equally by two identical arms leaves δ unchanged.

**If the output coupler is unequal**

The ratio r in the formula is the ratio of the fields as they reach the chosen output. Let the output coupler send a power fraction sin²θ across and cos²θ straight through. At the bar output, arm 1 is weighted by cos θ and arm 2 by sin θ, so the effective ratio is r tan θ. At the cross output the weights are exchanged, and the ratio is r/tan θ.

For a cross fraction of 0.52, tan θ = √(0.52/0.48) = 1.041. With r = 0.9 in the arms this gives

bar output: ratio 0.9367, ER = 29.72 dB,
cross output: ratio 0.8647, ER = 22.79 dB.

The coupler error partly compensates the arm loss at one output and adds to it at the other. The two outputs then no longer share one extinction ratio.

**If the phase shifter also changes the loss**

The problem states that r is the same at every phase. A silicon modulator driven by carrier depletion does not satisfy this condition. A reverse voltage sweeps electrons and holes out of part of the waveguide, which raises the refractive index and lowers the absorption. The light in the driven arm therefore becomes stronger as it is delayed. The sign of this phase shift does not matter below, since the power depends on φ only through cos φ.

The size of the effect can be estimated for an abrupt p-n junction with equal doping N = 3.0 × 10¹⁷ cm⁻³ on both sides, centred in a core of width w = 450 nm. The optical mode is taken as uniform across the core and zero outside it. At this density, rough values of the index change on removing the carriers are 8.15 × 10⁻⁴ for holes and 2.64 × 10⁻⁴ for electrons. The corresponding absorption coefficients are 1.80 and 2.55 cm⁻¹. These values come from fits with two-figure coefficients; further digits here and below are kept only so that the arithmetic can be followed. A later published fit gives about 6.8 × 10⁻⁴ and 2.5 × 10⁻⁴ for the index changes and 1.4 and 2.2 cm⁻¹ for the absorption. With it the factor g found below becomes 1.163 instead of 1.169, and the three extinction ratios become about 25.0, 32.2 and 17.2 dB.

A phase change of π in the 5.0 mm arm needs a mode index change Δn such that 2πΔnL/λ = π, or

Δn = λ/(2L) = 1.55 × 10⁻⁴.

If an additional fraction f of the core is swept clear on each side of the junction, then

f = 1.55 × 10⁻⁴ / (8.15 × 10⁻⁴ + 2.64 × 10⁻⁴) = 0.1437.

The same sweep lowers the mode's absorption by

Δα = 0.1437 × (1.80 + 2.55) cm⁻¹ = 0.625 cm⁻¹.

Power in the arm grows by the factor exp(ΔαL), which is 1.36 dB. The field grows by the square root of this factor,

g = exp(ΔαL/2) = 1.1691.

This 17% change of amplitude is larger than the 10% imbalance in the problem, so the value 0.9 has to be tied to a state. Let the bright state be at zero voltage, with a static bias setting φ = 0, and let the dark state be at the voltage that adds π. Three cases follow.

If 0.9 holds in the dark state and the weaker arm is driven, the bright-state ratio is 0.9/g = 0.770. Then ER = (1.770/0.1)², or 24.96 dB.

If 0.9 holds in the bright state and the weaker arm is driven, the dark-state ratio is 0.9g = 1.052. The arms have become more nearly equal, and ER = (1.9/0.052)², or 31.22 dB.

If 0.9 holds in the bright state and the stronger arm is driven, the dark-state fields are 1.169 and 0.9. Then ER = (1.9/0.269)², or 16.98 dB.

The first case stays within 1 dB of the fixed-ratio result, because the dark field is still 0.1 and the bright field changes by a modest fraction. The other two move far from it, because a change of amplitude acts directly on the small difference left in the dark state. Of the two amplitude ratios, bright and dark, the one in the dark state therefore needs to be known more accurately when the arms are nearly balanced.

**Voltage and junction field**

The voltage needed for the phase change follows from the depletion width W. Half of W lies on each side of the junction, so Gauss's law gives the peak field F = qN(W/2)/ε, where q is the elementary charge and ε the permittivity of silicon, 11.7 times that of vacuum. The field falls linearly to zero at both edges, so the potential drop is the area of a triangle:

V + V_b = FW/2 = qNW²/(4ε).

Here V is the reverse voltage and V_b = (2kT/q) ln(N/n_i) is the built-in voltage. At 300 K, with an intrinsic density n_i = 10¹⁰ cm⁻³, V_b = 0.890 V. The width at V = 0 is then 87.6 nm. For the phase change of π it must grow by 2fw, to 216.9 nm. Since V + V_b is proportional to W²,

V_π = 0.890 V × (216.9/87.6)² − 0.890 V = 4.57 V.

The peak field at this voltage is F = 2(V_π + V_b)/W = 0.503 MV/cm. This is below 0.6 MV/cm, taken here as a cautious rough value for the breakdown field. The voltage is less certain than its digits suggest. Letting the carrier densities fall off smoothly at the depletion edges lowers V_π by about 0.1 V. The later fit for the index changes raises it to about 5.7 V, raises the peak field to about 0.55 MV/cm, and lowers the phase swing at 2.0 V used below to about 0.47π.

A smaller drive costs brightness. At 2.0 V the phase swing is 0.543π. Suppose the static bias is moved so that the driven state is still at φ = π, and hold r at 0.9 to isolate the effect of the swing. The bright state then lies at a phase 0.457π from the true maximum, and its power is 2.45 dB lower. The dark power has not changed, so the extinction ratio falls by the same 2.45 dB, to 23.13 dB.

**Comparison with real modulators**

The chosen length, core width and doping are rough typical values for silicon depletion modulators. The resulting product V_πL = 2.28 V cm is of the usual order, a few V cm or somewhat less. A swing of 4.57 V on a single arm is high for a fast driver, so partial drive is the more realistic condition. Because the mode is taken as uniform and the junction as abrupt, the voltage and the absorption are estimates, not precise predictions. The shape of the mode acts in both directions. A mode held entirely in the core and peaked at the junction, with intensity proportional to cos²(πx/w), needs only about 2.4 V. Light lying outside the core raises the voltage again and can cancel this gain. The factor g does not depend on the shape of a symmetric mode, because index and absorption are weighted alike. Such devices also break the assumption of a fixed arm ratio: within this model, dropping it moves the result from 25.6 dB to between about 17 and 31 dB in the three cases above. An uncorrected temperature difference of 0.10 K between the arms does comparable damage. The value 25.6 dB is therefore the limit for a field ratio of 0.9 that stays fixed at the output, with both phases reached. The numerical output below lists the main inputs and results.

Table of computed values

```
Arm field amplitude ratio r: 0.90
Arm power ratio r^2: 0.81
Arm loss difference: 0.915 dB
Field ratio (1+r)/(1-r): 19.00
Extinction ratio, linear: 361.0
Best extinction ratio, formula: 25.58 dB
Best extinction ratio, device scan: 25.58 dB
Peak transmission: 0.9025 = -0.45 dB
Null transmission: 0.0025 = -26.02 dB
If 0.9 were a power ratio: r = 0.9487
  ER in that case: 31.59 dB
Wrong 10 log10 of field ratio: 12.79 dB
ER for r = 0.80: 19.08 dB
ER for r = 0.95: 31.82 dB
r needed for 30 dB: 0.9387
Output coupler cross power: 0.52
  bar port: r = 0.9367, ER = 29.72 dB
  cross port: r = 0.8647, ER = 22.79 dB
Silicon phase shifter, rough typical inputs:
  wavelength: 1550 nm
  arm length: 5.0 mm
  core width: 450 nm
  doping on each side: 3.0e+17 cm^-3
  temperature: 300 K
  hole index change: 8.15e-04
  electron index change: 2.64e-04
  hole absorption: 1.80 cm^-1
  electron absorption: 2.55 cm^-1
  thermo-optic coefficient: 1.8e-04 K^-1
  breakdown field: 0.6 MV/cm
Built-in voltage: 0.890 V
Mode index change for pi: 1.55e-04
Core fraction swept on each side: 0.1437
Depletion width at 0 V: 87.6 nm
Depletion width at pi voltage: 216.9 nm
Pi voltage, one arm driven: 4.57 V
Pi voltage times length: 2.28 V cm
Peak junction field: 0.503 MV/cm
Absorption change for pi: 0.625 cm^-1
Driven-arm loss change: 1.36 dB
Driven-arm field factor g: 1.1691
ER, 0.9 at null, weak arm driven: 24.96 dB
ER, 0.9 at peak, weak arm driven: 31.22 dB
ER, 0.9 at peak, strong arm driven: 16.98 dB
Phase swing at 2.0 V: 0.543 pi rad
  ER at this drive, fixed r: 23.13 dB
  peak power lost: 2.45 dB
Arm temperature difference 0.01 K: 0.0365 rad, ER = 25.08 dB
Arm temperature difference 0.10 K: 0.3648 rad, ER = 14.49 dB
```
